# What do the oscillator strengths of a Dirac electron sum to?

## Question

For a Schrödinger electron in a bound state \(|0\rangle\), the oscillator strengths

\[
f_n=\frac{2m}{\hbar^2}(E_n-E_0)\,|\langle n|z|0\rangle|^2
\]

sum to one. I expected the same for a hydrogen-like ion treated with the Dirac equation, apart from a small relativistic correction. But when I diagonalize the Dirac Hamiltonian in a finite basis and add up all the \(f_n\), the result is nowhere near one. Is the basis at fault? If not, what is the right sum, and what does it mean for absorption?

## Answer

The basis need not be at fault. Over the complete Dirac spectrum the sum is zero. The positive-energy states give a number close to one when binding is weak, and the negative-energy states give its opposite.

### The double commutator

Take one electron with

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r),
\]

where \(V\) is local, so that it commutes with \(z\), and let \(z|0\rangle\) have finite energy. "Complete" means all bound states and both continua. Closure gives

\[
\sum_n(E_n-E_0)|\langle n|z|0\rangle|^2=\langle0|z(H-E_0)z|0\rangle .
\]

Since \((H-E_0)|0\rangle=0\), the right side equals \(\langle0|z[H,z]|0\rangle\). Since also \(\langle0|(H-E_0)=0\), it equals \(-\langle0|[H,z]z|0\rangle\). Half the sum of the two forms gives

\[
\sum_n f_n=\frac{m}{\hbar^2}\langle0|[z,[H,z]]|0\rangle .
\]

For Schrödinger, \([p^2/2m,z]=-i\hbar p_z/m\) and \([z,-i\hbar p_z/m]=\hbar^2/m\), so the sum is 1. For Dirac, the Hamiltonian is linear in momentum:

\[
[H,z]=c\,\alpha_z[p_z,z]=-i\hbar c\,\alpha_z ,\qquad [z,\alpha_z]=0 ,
\]

and therefore

\[
\sum_n f_n=0 .
\]

A nonlocal potential, such as Hartree–Fock exchange, would add its own double commutator.

### Where the familiar 1 went

Taking \([H,z]\) between eigenstates gives \((E_n-E_0)\langle n|z|0\rangle=-i\hbar c\langle n|\alpha_z|0\rangle\). Squaring and inserting this in \(f_n\), for \(E_n\neq E_0\),

\[
f_n=\frac{2mc^2\,|\langle n|\alpha_z|0\rangle|^2}{E_n-E_0}.
\]

Because \(\alpha_z^2=1\), closure gives \(\sum_n|\langle n|\alpha_z|0\rangle|^2=1\). At weak binding a positive-energy state has mainly large components and a negative-energy state mainly small ones. The matrix \(\alpha_z\) exchanges the two, so nearly all of this unit weight goes to negative-energy states, for which \(E_n-E_0\approx-2mc^2\). With \(S_\pm\) the sums over the two branches,

\[
S_-\approx\frac{2mc^2}{-2mc^2}=-1,\qquad S_+=-S_-\approx1 .
\]

The dipole strength behind this is small:

\[
\sum_{-}|\langle n|z|0\rangle|^2\approx\frac{\hbar^2c^2}{(2mc^2)^2}=\left(\frac{\hbar}{2mc}\right)^2 .
\]

It vanishes as \(c\to\infty\), but the energy factor grows as \(c^2\), so the product stays finite. For \(Z=5\) the negative states hold 0.9996 of the \(\alpha_z\) weight, and their summed \(|z|^2\) is 0.998 times \((\hbar/2mc)^2\).

Gauge invariance requires both values of the sum. A constant vector potential \(A\) along \(z\) cannot shift an energy. In the Dirac equation it enters as \(\pm ecA\alpha_z\), and its second-order shift is

\[
\sum_n\frac{e^2c^2A^2|\langle n|\alpha_z|0\rangle|^2}{E_0-E_n}
=-\frac{e^2A^2}{2m}\sum_n f_n .
\]

This must vanish, so the sum must be zero. The Schrödinger Hamiltonian has a separate term \(+e^2A^2/2m\), which the second-order shift must cancel, so there the sum must be 1. In the Dirac theory the negative branch supplies that term: its share is \(-(e^2A^2/2m)S_-\approx+e^2A^2/2m\).

### How far the positive branch is from one

To leading order in \(1/c^2\), decouple the two branches with a Foldy–Wouthuysen rotation \(e^{G}\), where

\[
G=\frac{\beta\,\boldsymbol\alpha\cdot\mathbf p}{2mc}+O(c^{-3}) .
\]

The higher terms are chosen so that the free Hamiltonian becomes \(\beta\sqrt{m^2c^4+p^2c^2}\). On the positive branch, without the rest energy, this is \(p^2/2m-p^4/8m^3c^2\).

The potential becomes \(V+[G,V]+\tfrac12[G,[G,V]]+\dots\). The first commutator still couples the branches. It equals \(-i\hbar\beta\,\boldsymbol\alpha\cdot\nabla V/(2mc)\). A further rotation with generator \(-i\hbar\,\boldsymbol\alpha\cdot\nabla V/(4m^2c^3)\), whose commutator with \(\beta mc^2\) is the opposite of this term, removes it. That generator commutes with \(z\) and does not affect the order kept here. The second commutator gives the spin-orbit and Darwin terms, which are at most linear in \(\mathbf p\). Call them \(h_V\).

The coordinate is rotated too. First, \([G,z]=-i\hbar\beta\alpha_z/(2mc)\), which connects opposite branches. At next order, using \(\beta\alpha_i\beta\alpha_j=-\alpha_i\alpha_j\),

\[
a=\tfrac12[G,[G,z]]=\frac{i\hbar}{8m^2c^2}\,[\boldsymbol\alpha\cdot\mathbf p,\alpha_z]
=\frac{\hbar}{4m^2c^2}\,(p_x\Sigma_y-p_y\Sigma_x),
\]

where \([\alpha_i,\alpha_j]=2i\epsilon_{ijk}\Sigma_k\). Within the positive branch the coordinate is thus \(z+a\), and closure inside that branch gives

\[
S_+=\frac{m}{\hbar^2}\langle[z+a,[h,z+a]]\rangle,\qquad
h=\frac{p^2}{2m}+V-\frac{p^4}{8m^3c^2}+h_V .
\]

Term by term, to order \(1/c^2\):

- \(p^2/2m\) with \(z\) twice gives \(\hbar^2/m\), hence the 1.
- For any function of momentum, \([z,[F(\mathbf p),z]]=\hbar^2\,\partial^2F/\partial p_z^2\). Since \(\partial^2p^4/\partial p_z^2=4p^2+8p_z^2\), the quartic term gives \(-\hbar^2(p^2+2p_z^2)/(2m^3c^2)\).
- \([h_V,z]\) contains no momentum, so it commutes with \(z\) and gives nothing.
- Terms with one \(a\) vanish. The operator \(a\) commutes with \(p^2\) and with \([p^2/2m,z]\propto p_z\), while \([V,a]\) contains no momentum and commutes with \(z\).

Hence

\[
S_+=1-\frac{\langle p^2+2p_z^2\rangle}{2m^2c^2}+\dots
\]

For a hydrogen-like 1s state, spherical symmetry gives \(\langle p_z^2\rangle=\langle p^2\rangle/3\), and the virial theorem gives \(\langle p^2\rangle=m^2c^2(Z\alpha)^2\), with \(\alpha\) the fine-structure constant. The bracket is \(\tfrac53\langle p^2\rangle\), so

\[
S_+=1-\tfrac56(Z\alpha)^2+\dots
\]

Numerically, \((1-S_+)/(Z\alpha)^2\) is 0.8302 at \(Z=5\) and 0.8221 at \(Z=10\). If the next correction to this ratio is proportional to \(Z^2\), it cancels in \((4\times0.8302-0.8221)/3=0.8329\), to be compared with \(5/6=0.8333\). The leading formula is not enough for heavy ions. At \(Z=50\) it gives \(1-0.8333\times0.1331=0.889\), while the computed value is 0.906. At \(Z=80\) the computed \(S_+\) is 0.788.

### The two angular channels

From 1s, \(z\) leads to p\(_{1/2}\) (\(\kappa=1\)) and p\(_{3/2}\) (\(\kappa=-2\)). Write the spinors as \((P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})/r\); 1s has \(\kappa=-1\). For spin up,

\[
\cos\theta\,Y_{00}\!\uparrow=\tfrac{1}{\sqrt3}Y_{10}\!\uparrow
=\tfrac{1}{\sqrt3}\left(\sqrt{\tfrac23}\,|\tfrac32,\tfrac12\rangle-\sqrt{\tfrac13}\,|\tfrac12,\tfrac12\rangle\right),
\]

so the squared angular factors are \(a_1^2=1/9\) and \(a_{-2}^2=2/9\). The small components have the same factors, because \(\Omega_{-\kappa}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_\kappa\) and \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) commutes with \(\cos\theta\).

The radial Hamiltonian acting on \((P,Q)\) is

\[
H_\kappa=\begin{pmatrix}V+mc^2&\hbar c(-\partial_r+\kappa/r)\\ \hbar c(\partial_r+\kappa/r)&V-mc^2\end{pmatrix}.
\]

The sum over one channel is \((2m/\hbar^2)a_\kappa^2\) times the expectation value of \(H_\kappa-E_0\) in \(r(P,Q)\), with \(P,Q\) those of 1s. Split \(H_\kappa\) into \(H_{-1}\) and an off-diagonal remainder \(\hbar c(\kappa+1)/r\). The first part gives \((H_{-1}-E_0)\,r(P,Q)=\hbar c(-Q,P)\), whose product with \(r(P,Q)\) is zero. The remainder gives

\[
F_\kappa=\frac{4mc}{\hbar}\,a_\kappa^2(\kappa+1)\int_0^\infty rPQ\,dr .
\]

For 1s, let \(\gamma=\sqrt{1-(Z\alpha)^2}\) and \(\lambda=Z\alpha mc/\hbar\). Substitution in the radial equations confirms the solution \(P\propto r^\gamma e^{-\lambda r}\), \(Q=-\rho P\), with \(\rho=(1-\gamma)/(Z\alpha)\) and \(E_0=\gamma mc^2\). Then \(\langle r\rangle=(2\gamma+1)/(2\lambda)\). Also \(1+\rho^2=2/(1+\gamma)\), so \(\rho/(1+\rho^2)=Z\alpha/2\), and

\[
\int_0^\infty rPQ\,dr=-\frac{\rho}{1+\rho^2}\langle r\rangle=-\frac{\hbar}{4mc}(1+2\gamma).
\]

The complete channel sums are therefore

\[
F_{1}=-\tfrac29(1+2\gamma),\qquad F_{-2}=+\tfrac29(1+2\gamma).
\]

Neither vanishes; they cancel each other. At weak binding they tend to \(\mp2/3\). The nonrelativistic positive shares are \(1/3\) and \(2/3\), in the ratio of the angular factors, so the negative shares must be \(-1\) and \(0\). The reason is that \(\alpha_z\) moves the s-type large component into the small one, and an s-type small component belongs to p\(_{1/2}\).

### A finite-basis calculation for Z = 50

This example treats a hydrogen-like ion with a point nucleus, without recoil or radiative corrections. In atomic units each radial component is \(x^{\gamma_\kappa}e^{-x/2}\) times a polynomial in \(x=2Zr\), with \(\gamma_\kappa=\sqrt{\kappa^2-(Z\alpha)^2}\). The ratio \(P/Q\) at the nucleus is fixed to the value the radial equation demands.

One artificial p\(_{1/2}\) level appears in the matrix spectrum and is left out, because it is not a state of the ion. For \(\kappa=1\), the function \((Z\alpha,\,1+\gamma)\,r^\gamma e^{+\lambda r}\) solves the radial equations at \(E=-\gamma mc^2\), inside the gap, but it grows with distance and is no state. The basis imitates it with its highest-degree Laguerre function, at \(E-mc^2=-1.931\,mc^2\). Tests confirm that this combination is an eigenvector of the matrix and has no dipole overlap with 1s, so leaving it out does not change the sum.

With \(Z\alpha=0.3649\) and \(\gamma=0.93106\), the branch sums at degree 60 are:

| Channel | Positive | Negative | All |
|---|---|---|---|
| p\(_{1/2}\) | 0.26846 | −0.90449 | −0.63603 |
| p\(_{3/2}\) | 0.63804 | −0.00201 | 0.63603 |
| Both | 0.90650 | −0.90650 | 0.00000 |

The formula gives \(\tfrac29(1+2\times0.93106)=0.63603\), as in the last column. The velocity form, which uses different matrix elements, also gives \(\pm0.90650\).

The summed \(|z|^2\) is \(3.570\times10^{-4}\) bohr² for positive states and \(1.144\times10^{-5}\) bohr² for negative ones, so the latter hold about 3% of the total. Dividing each branch sum by twice its \(|z|^2\) gives the mean excitation energy: \(0.9065/(7.140\times10^{-4})\approx1270\) hartree for the positive branch and \(-0.9065/(2.288\times10^{-5})\approx-39\,600\) hartree for the negative one. The large energy makes up for the small dipole strength.

In a finite basis the sum equals \((2m/\hbar^2)\) times the expectation value of \(H-E_0\) in the projection of \(z|0\rangle\) onto the basis. It goes to zero when the projection approaches \(z|0\rangle\) well enough for this expectation value to converge as well. Here the total falls from \(-6\times10^{-4}\) at degree 5 to \(5\times10^{-8}\) at degree 60. The p\(_{1/2}\) part of \(z|0\rangle\) lies wholly inside the basis. The truncation error comes from p\(_{3/2}\), where \(z|0\rangle\) starts as \(r^{\gamma+1}\) but the basis starts as \(r^{\gamma_\kappa}\), a slightly different power. If your own total does not approach zero as the basis grows, then the basis does need attention.

### What this says about absorption

It does not say that absorption cancels. In the picture of independent electrons with a filled negative-energy sea, the 1s electron cannot drop into the sea, so its available transitions sum to \(S_+\). Its presence does, however, block excitations from the sea into the 1s state. Exchanging initial and final states reverses the sign of the energy difference, so each blocked strength is \(f_{n\to0}=-f_{0\to n}>0\). Compared with the same nucleus with 1s empty, the change in total strength is

\[
S_+-\sum_{-}f_{n\to0}=S_++S_-=0 .
\]

The zero is thus a difference between two systems, not the absorption of one.

Nor is \(S_+\) by itself a measured absorption integral with relativistic accuracy. The operator \(z\) assumes a wavelength long compared with the atom. For typical excitations \(\hbar\omega\sim(Z\alpha)^2mc^2\) and an atomic radius \(\hbar/(Z\alpha mc)\), the product of wave number and radius is of order \(Z\alpha\). The finite wavelength can therefore bring corrections of relative order \((Z\alpha)^2\), the same order as the \(\tfrac56(Z\alpha)^2\) found above. At photon energies near \(2mc^2\) the product is about \(2/(Z\alpha)\), and the dipole form is not applicable to real transitions.

The numerical output gives the values for the other nuclear charges and basis sizes.

## Computed results

```
speed of light c = 137.035999 a.u.
squared angular factors: p1/2 0.111111, p3/2 0.222222
Schroedinger: full sum = 1.00000000, f(1s-2p) = 0.416197
Scan, polynomial degree 60 (sums are dimensionless)
Z= 5: S_plus=0.998895 S_minus=-0.998895 total=-2.0e-08 (1-S_plus)/(Z alpha)^2=0.8302
Z=10: S_plus=0.995622 S_minus=-0.995622 total=-1.8e-08 (1-S_plus)/(Z alpha)^2=0.8221
Z=20: S_plus=0.983024 S_minus=-0.983024 total=-1.2e-08 (1-S_plus)/(Z alpha)^2=0.7970
Z=50: S_plus=0.906498 S_minus=-0.906498 total=5.1e-08 (1-S_plus)/(Z alpha)^2=0.7023
Z=80: S_plus=0.787815 S_minus=-0.787814 total=3.8e-07 (1-S_plus)/(Z alpha)^2=0.6226
extrapolated coefficient = 0.8329; 5/6 = 0.8333
Z=5 negative branch: p1/2 -0.998894, p3/2 -0.000000
Z=5 negative-state sum of |alpha_z|^2 = 0.999558
Z=5 negative-state sum of |z|^2 / (1/2c)^2 = 0.998234
Worked example Z=50: Z alpha = 0.364868, gamma = 0.931059
1s energy without rest energy = -1294.6261 hartree
2p1/2: W = -326.4948 hartree (Sommerfeld -326.4948), f = 0.129702
  p1/2 sums: positive 0.268463, negative -0.904489, all -0.636026
2p3/2: W = -315.1444 hartree (Sommerfeld -315.1444), f = 0.261282
  p3/2 sums: positive 0.638035, negative -0.002009, all 0.636026
(2/9)(1+2 gamma) = 0.636026
sum of |z|^2: positive 3.5702e-04, negative 1.1441e-05 bohr^2
artificial p1/2 level left out: W/c^2 = -1.931059
velocity form: S_plus = 0.90650, S_minus = -0.90650
Convergence for Z=50 (states: p1/2 2*degree, p3/2 2*degree+1)
degree  5: S_plus=0.905532 S_minus=-0.906137 total=-6.05e-04
degree 10: S_plus=0.906374 S_minus=-0.906413 total=-3.93e-05
degree 20: S_plus=0.906486 S_minus=-0.906487 total=-5.39e-07
degree 40: S_plus=0.906497 S_minus=-0.906497 total=1.52e-07
degree 60: S_plus=0.906498 S_minus=-0.906498 total=5.13e-08
```
